\section*{Why Mulliken charges do not converge to a property of water}

\section*{Question}

I have been calculating Mulliken charges for water with Hartree--Fock theory. The oxygen charge changes a good deal from one basis set to another. I took this to be ordinary basis-set error: a complete basis gives the right density, so it should also give the right atomic charges.

A colleague objected that I could put all the basis functions on oxygen. Oxygen would then have all ten electrons, and each hydrogen would be a bare proton, however large the basis became. Surely such a basis cannot describe the O--H bonds? And if it can, what has happened to the charge that I was trying to converge?

\section*{Answer}

Your colleague is right. A basis centred on oxygen can describe the bonds, given enough radial and angular functions. What fails is the step from ``the density converges'' to ``the Mulliken charge converges to a property of that density''. The charge also depends on which nucleus each basis function is assigned to, and the density carries no such assignment.

I use fixed nuclei, real orbitals and closed-shell Hartree--Fock theory. The ``right density'' below is therefore the Hartree--Fock density, not the correlated one.

\subsection*{What the analysis counts}

Write the five occupied orbitals as $\phi_i=\sum_\mu C_{\mu i}\chi_\mu$. With two electrons in each,
\begin{equation}
\rho=2\sum_i\phi_i^2=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu\chi_\nu,
\qquad P_{\mu\nu}=2\sum_i C_{\mu i}C_{\nu i}.
\end{equation}
Integration, with $S_{\mu\nu}=\int\chi_\mu\chi_\nu\,d^3r$, gives
\begin{equation}
10=\int\rho\,d^3r=\sum_{\mu\nu}P_{\mu\nu}S_{\nu\mu}
=\sum_\mu(PS)_{\mu\mu}.
\end{equation}
Mulliken's rule groups the last sum by the centres of the functions:
\begin{equation}
N_A=\sum_{\mu\in A}(PS)_{\mu\mu},\qquad q_A=Z_A-N_A,
\end{equation}
with charges in units of $e$. The Mayer bond order uses the same labels:
\begin{equation}
B_{AB}=\sum_{\mu\in A}\sum_{\nu\in B}(PS)_{\mu\nu}(PS)_{\nu\mu}.
\end{equation}

If every function is on oxygen, the sum for $N_{\rm O}$ is the whole trace and the sums for hydrogen are empty. Hence
\begin{equation}
N_{\rm O}=10,\quad q_{\rm O}=8-10=-2,\quad
q_{\rm H}=1-0=+1,\quad B_{\rm OH}=0.
\end{equation}
Nothing here depends on the size or quality of the basis. L\"owdin's populations, the diagonal elements of $S^{1/2}PS^{1/2}$, give the same charges, because ${\rm Tr}(S^{1/2}PS^{1/2})={\rm Tr}(PS)=10$.

\subsection*{Why oxygen functions are sufficient}

Put oxygen at the origin and expand each orbital in real spherical harmonics:
\begin{equation}
\phi_i(\mathbf r)=\sum_{lm}f_{i,lm}(r)Y_{lm}(\hat{\mathbf r}),
\qquad f_{i,lm}(r)=\int Y_{lm}\phi_i\,d\Omega.
\end{equation}
The harmonics are complete on each sphere, including the spheres that pass near the protons. Since they are also orthonormal, integrating $\phi_i^2$ over all space gives
\begin{equation}
1=\sum_{lm}\int_0^\infty f_{i,lm}^2\,r^2dr.
\end{equation}
This is a convergent sum of non-negative terms, so the part with $l>L$ tends to zero as $L$ grows. Let $\phi_i^L$ be the part with $l\le L$. The five truncated orbitals together are built from at most $5(L+1)^2$ functions $f_{i,lm}Y_{lm}$, all centred on oxygen.

Truncation slightly spoils orthonormality. Let $M_{ij}=\int\phi_i^L\phi_j^L\,d^3r$ and $t_i=\phi_i-\phi_i^L$. The retained and omitted parts contain different $l$, so their cross terms vanish:
\begin{equation}
\delta_{ij}=M_{ij}+\int t_it_j\,d^3r.
\end{equation}
The last term is at most $\|t_i\|\,\|t_j\|$ in magnitude, so $M$ tends to the unit matrix. For sufficiently large $L$ it is invertible, and the orbitals
\begin{equation}
\tilde\phi_j=\sum_i\phi_i^L(M^{-1/2})_{ij}
\end{equation}
are orthonormal because $M^{-1/2}MM^{-1/2}=1$. They tend to $\phi_j$ in norm and form a proper ten-electron determinant.

For its density $\rho_L=2\sum_i\tilde\phi_i^2$, factorize the difference of squares and apply the Cauchy--Schwarz inequality:
\begin{align}
D_L=\int|\rho_L-\rho|\,d^3r
&\le2\sum_i\int|\tilde\phi_i-\phi_i|\,|\tilde\phi_i+\phi_i|\,d^3r\\
&\le2\sum_i\|\tilde\phi_i-\phi_i\|\,\|\tilde\phi_i+\phi_i\|
\le4\sum_i\|\tilde\phi_i-\phi_i\|.
\end{align}
The last step uses $\|\tilde\phi_i+\phi_i\|\le2$ for normalized orbitals. Thus $D_L\to0$ while $N_{\rm O}=10$ throughout.

The argument did not use the fact that the origin was an oxygen nucleus. An expansion about one proton also converges to $\rho$, but assigns all ten electrons to that hydrogen. The charges are then $-9$ on that hydrogen, $+1$ on the other and $+8$ on oxygen. Two sequences with the same limiting density have different limiting charges, so the limit cannot be a functional of the density.

\subsection*{Does the energy converge too?}

A variational calculation also needs the kinetic energy to converge. In spherical coordinates,
\begin{equation}
\int|\nabla\phi_i|^2d^3r=\sum_{lm}\int_0^\infty
\left[\left(\frac{df_{i,lm}}{dr}\right)^2+
\frac{l(l+1)}{r^2}f_{i,lm}^2\right]r^2dr.
\end{equation}
For finite kinetic energy this too is a convergent sum of non-negative terms, so the gradients of the omitted parts vanish in norm. For the Coulomb energies use Hardy's inequality, which bounds the norm of $\phi/|\mathbf r-\mathbf R|$ by $2\|\nabla\phi\|$ for any point $\mathbf R$. With Cauchy--Schwarz it gives $\left|\int ab/|\mathbf r-\mathbf R|\,d^3r\right|\le2\|a\|\,\|\nabla b\|$ for any two functions $a$ and $b$. Taking $a=\tilde\phi_i-\phi_i$ and $b=\tilde\phi_i+\phi_i$ shows that the attraction to a nucleus at $\mathbf R$ converges. The bound is uniform in $\mathbf R$, so a repulsion integral between the products $ab$ and $cd$ is at most $2\|a\|\,\|\nabla b\|\,\|c\|\,\|d\|$ in magnitude. Replacing $\phi_i$ by $\tilde\phi_i$ in one factor at a time then changes each such integral by an amount that tends to zero.

Apply this to the Hartree--Fock orbitals, with radial sets that become complete in the same sense. The truncated determinant is a trial function whose energy tends to the Hartree--Fock energy $E_{\rm HF}$. The lowest energy in the one-centre basis lies between $E_{\rm HF}$ and this trial energy, so it has the same limit. For the self-consistent density to follow, I assume that the minimizing density is unique and that minimizing sequences converge to it.

\subsection*{What does converge}

Choose a function $w(\mathbf r)$ between 0 and 1, fixed in space, and count electrons with that weight: $N_w=\int w\rho\,d^3r$. This is the expectation value of the Hermitian operator $\sum_kw(\mathbf r_k)$, the sum running over electrons.

Let $\Delta=\rho_L-\rho$. Both densities contain ten electrons, so the positive and negative parts of $\Delta$ have equal integrals, each $D_L/2$. The change in $N_w$ is greatest if $w$ selects one sign alone, hence
\begin{equation}
\left|\int w\Delta\,d^3r\right|\le\tfrac12D_L.
\end{equation}
The count must converge when $D_L\to0$.

The dipole needs a little more care because $z$ is unbounded. At radius $r$, let $a_i(r)=\int\phi_i^2d\Omega$ and $b_i(r)=\int t_i^2d\Omega$. The angular norm of $\phi_i^L$ cannot exceed $\sqrt{a_i}$, so Cauchy--Schwarz gives
\begin{equation}
\left|\int z\left[(\phi_i^L)^2-\phi_i^2\right]d\Omega\right|
\le2r\sqrt{a_i(r)b_i(r)}\le2r\,a_i(r).
\end{equation}
The middle expression tends to zero at each $r$. The last is integrable with weight $r^2dr$ for decaying bound orbitals, so dominated convergence makes the radial integral vanish. Since $M\to1$, restoring orthonormality does not alter the limit. The dipole of the truncated expansion therefore converges. This proof uses the fixed orbitals $\phi_i$; $D_L\to0$ alone would not be enough, since a small amount of charge far away can carry a finite dipole.

\subsection*{Numbers for water}

I chose an O--H length of 0.96~\AA{} and an angle of $104.5^\circ$. The window is $w=\exp(-d^2/b^2)$, where $d$ is the distance from one proton and $b=1$ bohr. All bases use spherical functions. For 6-31G* this means five $d$ functions on oxygen instead of the six Cartesian ones of the original definition, and the Mulliken charge depends on that choice too: with Cartesian functions $q_{\rm O}$ is $-0.866$ instead of $-0.897$. Four ordinary bases give:
\begin{center}
\begin{tabular}{lrrrr}
Basis & $q_{\rm O}/e$ & $B_{\rm OH}$ & dipole/D & $N_w$\\
6-31G* & $-0.897$ & 0.770 & 2.22 & 0.776\\
cc-pVDZ & $-0.309$ & 1.020 & 2.06 & 0.781\\
cc-pVTZ & $-0.484$ & 0.994 & 2.03 & 0.783\\
aug-cc-pVTZ & $-0.443$ & 0.998 & 1.99 & 0.781
\end{tabular}
\end{center}
The oxygen charge spans $0.588\,e$, while the window count spans 0.007 electrons. The charges might settle within one family of bases; four values do not decide that. Even if they do, the argument above shows that the limit belongs to that sequence of bases and is not fixed by the density.

Next I expanded the aug-cc-pVTZ orbitals about oxygen. This tests the approach to that determinant, whose window count is 0.7810 and dipole 1.985~D:
\begin{center}
\begin{tabular}{rrrrr}
$L$ & $N_{\rm O}$ & $D_L$/electrons & dipole/D & $N_w$\\
2 & 10 & 0.698 & 2.267 & 0.6950\\
4 & 10 & 0.242 & 2.031 & 0.7625\\
8 & 10 & 0.053 & 1.987 & 0.7802\\
24 & 10 & 0.003 & 1.985 & 0.7810
\end{tabular}
\end{center}
At $L=4$ the window count is in error by $0.7810-0.7625=0.0185$ electrons, within the bound $0.242/2=0.121$. By $L=24$ the density has nearly reached its target, and oxygen still has ten electrons by Mulliken's count.

The expansion also gives the number of electrons in each angular momentum about oxygen; these totals do not single out a hydrogen part. At $L=24$ the populations with $l=0$ and $l=1$ are 4.004 and 5.749; all higher $l$ together hold 0.247 electrons. These numbers describe the angular shape of the orbitals about oxygen. They do not show that oxygen uses atomic $d$ orbitals in bonding.

Finally, I solved the Hartree--Fock equations in finite Gaussian sets on oxygen alone. Energy gaps and density distances are relative to HF/aug-cc-pVTZ, which is not the Hartree--Fock limit (aug-cc-pVQZ lies about 0.005 hartree lower and gives a dipole of 1.983~D), so the gaps to $E_{\rm HF}$ are somewhat larger than those listed:
\begin{center}
\begin{tabular}{rrrrr}
$L$ & gap/hartree & distance/electrons & dipole/D & $q_{\rm O}/e$\\
2 & 0.185 & 0.803 & 2.48 & $-2$\\
3 & 0.117 & 0.503 & 2.28 & $-2$\\
4 & 0.072 & 0.298 & 2.17 & $-2$
\end{tabular}
\end{center}
The entries depend on the radial sets as well as on $L$, and the last digit is not converged: at $L=2$ a denser radial set (104 functions instead of 71) changes the gap to 0.183 hartree, the distance to 0.802 electrons and the dipole to 2.47~D. The gap at $L=4$ is still large by chemical standards. These runs show the approach; the limit rests on the completeness argument. The numerical check printed below gives the remaining values.

\subsection*{Why this is not a molecule with bare protons}

Charges placed at the nuclei do not by themselves determine the dipole. To see what they omit, start from
\begin{equation}
\mu_z=\sum_AZ_Az_A-\sum_{\mu\nu}P_{\mu\nu}\langle\nu|z|\mu\rangle,
\end{equation}
in units of $e$ times length. Substitute $Z_A=q_A+N_A$ and write $N_Az_A=\sum_{\mu\in A}\sum_\nu P_{\mu\nu}z_AS_{\nu\mu}$. Combining this with the electronic term gives
\begin{equation}
\mu_z=\sum_Aq_Az_A-\sum_A\sum_{\mu\in A}\sum_\nu
P_{\mu\nu}\langle\nu|z-z_A|\mu\rangle.
\end{equation}
The second term is the dipole of the electron distribution assigned to each atom, taken about its own nucleus.

With all functions on oxygen, the point charges give $2z_{\rm H}=2\times1.1106=2.221$ $e\,$bohr, or 5.646~D. In the self-consistent $L=4$ calculation the second term is $-3.476$~D, so
\begin{equation}
\mu_z=5.646-3.476=2.170\ {\rm D}.
\end{equation}
The electrons assigned to oxygen are displaced towards the protons. The electron count in the window around a proton moves towards that of an ordinary calculation: $N_w=0.678$, 0.719 and 0.746 for $L=2$, 3 and 4, against 0.781 in aug-cc-pVTZ. The window is 1 bohr wide, so this does not show that the density at the proton itself is accurate at such low $L$. These electrons are merely recorded under oxygen's name. Likewise, $B_{\rm OH}=0$ says that there are no hydrogen functions to share electrons with, not that the bonds have disappeared.

\subsection*{What to do with atomic charges}

L\"owdin's form shows what would have to be held fixed. If $\bar\chi_\mu$ are the symmetrically orthogonalized functions, then
\begin{equation}
N_A^{\text{L\"owdin}}=2\sum_i\langle\phi_i|\Pi_A|\phi_i\rangle,
\qquad \Pi_A=\sum_{\mu\in A}|\bar\chi_\mu\rangle\langle\bar\chi_\mu|.
\end{equation}
Enlarging the basis changes the operator $\Pi_A$ as well as the orbitals. In a one-centre basis $\Pi_{\rm O}$ is the projector on the whole basis, so it leaves every occupied orbital unchanged and counts all ten electrons at every stage. When the radial and angular sets both become complete, it tends to the identity.

If you instead keep a bounded operator fixed, for example a projector on a chosen set of atomic orbitals, its expectation value converges with the orbitals. A fixed spatial weight for each atom also gives convergent charges, by the bound on $N_w$. If the weights themselves depend on the density, that bound is not sufficient and their convergence needs its own argument. In each case the choice of operator or weight remains a convention: convergence makes the number reproducible, but does not make it the unique charge of the atom.

So use Mulliken charges, if at all, for comparisons within one stated basis and with the same assignment of functions. To judge whether the basis is adequate, follow quantities whose operators do not change with the basis, such as the energy and the dipole, as the basis is enlarged, and do not rely on one of them alone.

\section*{Numbers as computed}
\begin{verbatim}
O-H length 0.96 angstrom; angle 104.5 degree
Height of protons above oxygen z_H = 1.1106 bohr
Window width b = 1.0 bohr
6-31g*: energy -76.00901 hartree, dipole 2.2212 D, q_O -0.8971 e, q_H 0.4486 e, O-H bond order 0.7696, window count 0.7758 electrons
cc-pvdz: energy -76.02665 hartree, dipole 2.0592 D, q_O -0.3088 e, q_H 0.1544 e, O-H bond order 1.0195, window count 0.7813 electrons
cc-pvtz: energy -76.05696 hartree, dipole 2.0275 D, q_O -0.4843 e, q_H 0.2421 e, O-H bond order 0.9935, window count 0.7826 electrons
aug-cc-pvtz: energy -76.06042 hartree, dipole 1.9850 D, q_O -0.4426 e, q_H 0.2213 e, O-H bond order 0.9979, window count 0.7810 electrons
Spread over ordinary bases: q_O 0.5883 e, window count 0.0068 electrons
Expansion L=2: oxygen population 10.000000, lost norm 0.072363, density distance 0.69799 electrons; dipole 2.2674 D; window count 0.6950 electrons
Expansion L=4: oxygen population 10.000000, lost norm 0.011909, density distance 0.24228 electrons; dipole 2.0310 D; window count 0.7625 electrons
Expansion L=8: oxygen population 10.000000, lost norm 0.000786, density distance 0.05348 electrons; dipole 1.9870 D; window count 0.7802 electrons
Expansion L=16: oxygen population 10.000000, lost norm 0.000032, density distance 0.00714 electrons; dipole 1.9851 D; window count 0.7809 electrons
Expansion L=24: oxygen population 10.000000, lost norm 0.000006, density distance 0.00262 electrons; dipole 1.9851 D; window count 0.7810 electrons
Populations at L=24: l=0 4.0044, l=1 5.7485, l=2 0.1747, l=3 0.0431, l=4 0.0173, l>4 0.0119 electrons
Oxygen-only HF, L=2, 71 functions: energy -75.87525 hartree, gap 0.18517 hartree, dipole 2.4786 D, density distance 0.8032 electrons
  q_O -2.0000 e, q_H 1.0000 e, O-H bond order 0.0000, window count 0.6779 electrons
Oxygen-only HF, L=3, 99 functions: energy -75.94352 hartree, gap 0.11689 hartree, dipole 2.2806 D, density distance 0.5025 electrons
  q_O -2.0000 e, q_H 1.0000 e, O-H bond order 0.0000, window count 0.7188 electrons
Oxygen-only HF, L=4, 126 functions: energy -75.98844 hartree, gap 0.07198 hartree, dipole 2.1701 D, density distance 0.2984 electrons
  q_O -2.0000 e, q_H 1.0000 e, O-H bond order 0.0000, window count 0.7461 electrons
Dipole of one-centre point charges 5.6460 D
On-site electronic dipole, HF L=4: -3.4759 D
\end{verbatim}
